# The slope of the nucleation barrier gives the critical island size, part 2

An island of $n$ atoms forms from adatoms on a crystal surface. How does its nucleation barrier depend on the driving force $\Delta\mu$, the free energy gained per atom joining the completed layer? With excess free energy $\Phi(n)$, and zero at the surface without an island,

$$G(n,\Delta\mu)=\Phi(n)-n\,\Delta\mu .\tag{1}$$

The barrier $G^*$ is the maximum of $G$ over $n$, reached at the critical size $n^*$. At fixed temperature $T$, with $\Phi(n)$ independent of $\Delta\mu$, the theorem states, wherever one size is critical,

$$\boxed{\;\frac{dG^*}{d\Delta\mu}=-n^*\;}\tag{2}$$

For rare islands, the equilibrium number per site and the adatom density per site $\theta$ are

$$N_n^{\rm eq}=e^{-G(n,\Delta\mu)/kT},\tag{3}$$

$$\theta=e^{-[\Phi(1)-\Delta\mu]/kT},\qquad \Delta\mu=\Phi(1)+kT\ln\theta .\tag{4}$$

For the continuum form $\Phi=c\sqrt n$, $n^*=c^2/(4\Delta\mu^2)$ and

$$G^*=c\,\frac{c}{2\Delta\mu}-\frac{c^2}{4\Delta\mu^2}\,\Delta\mu=\frac{c^2}{2\Delta\mu}-\frac{c^2}{4\Delta\mu}=\frac{c^2}{4\Delta\mu}.\tag{6}$$

For whole atoms and driving forces $a<b$ with critical sizes $n_a,n_b$,

$$-n_a\;\le\;\frac{G^*(b)-G^*(a)}{b-a}\;\le\;-n_b .\tag{7}$$

Where sizes from $n_{\min}$ to $n_{\max}$ tie,

$$\left.\frac{dG^*}{d\Delta\mu}\right|_{\rm right}=-n_{\min},\qquad \left.\frac{dG^*}{d\Delta\mu}\right|_{\rm left}=-n_{\max}.\tag{8}$$

Size $n$ is critical if, for every other size $m$,

$$\Delta\mu\le\frac{\Phi(n)-\Phi(m)}{n-m}\ \ (m<n),\qquad \Delta\mu\ge\frac{\Phi(m)-\Phi(n)}{m-n}\ \ (m>n).\tag{9}$$

The integrated form is

$$G^*(b)-G^*(a)=-\int_a^b n^*(\Delta\mu)\,d\Delta\mu .\tag{10}$$

If temperature changes $\Delta\mu$ at fixed $\theta$, with $\Phi(1)$ independent of $T$ and excess entropy $S=-\partial\Phi/\partial T$ at fixed size, then while one size stays critical

$$\frac{dG^*}{d\Delta\mu}=-n^*-\frac{S(n^*)}{k\ln\theta}=-n^*+\frac{S(n^*)}{k|\ln\theta|}.\tag{12}$$

The example uses a triangular lattice with energy $\varepsilon$ per neighbour bond. An island with $B$ bonds has

$$\Phi(n)=\varepsilon\,(3n-B).\tag{13}$$

For the compact islands used here, $3n-B$ is the smallest integer not below $\sqrt{12n-3}$. The parameters are $\varepsilon=0.20$ eV, atomic spacing 0.29 nm, $T=350$ K ($kT=0.03016$ eV) and, unless varied, $\Delta\mu=0.15$ eV.

### 10. Barrier and critical size

The parameters are rough typical values for growth of silver on Ag(111): $\varepsilon=0.20$ eV, atomic spacing 0.29 nm and $T=350$ K, so that $kT=0.03016$ eV. The driving force is chosen as $\Delta\mu=0.15$ eV. The energies are, in eV:

| $n$ | $\Phi$ | $G$ |
|---|---|---|
| 1 | 0.60 | 0.45 |
| 2 | 1.00 | 0.70 |
| 3 | 1.20 | 0.75 |
| 4 | 1.40 | 0.80 |
| 5 | 1.60 | 0.85 |
| 6 | 1.80 | 0.90 |
| 7 | 1.80 | 0.75 |
| 8 | 2.00 | 0.80 |
| 9 | 2.20 | 0.85 |
| 10 | 2.20 | 0.70 |
| 11 | 2.40 | 0.75 |
| 12 | 2.40 | 0.60 |

The sawtooth follows from (13). An added atom that makes $b$ bonds changes $\Phi$ by $\varepsilon(3-b)$ and $G$ by $\varepsilon(3-b)-\Delta\mu$. With two bonds the change is $0.20-0.15=+0.05$ eV; with three it is $-0.15$ eV. The seventh atom completes a hexagon and makes three bonds, so the free energy drops there.

The highest value is at six atoms:

$$n^*=6,\qquad G^*=1.80-6(0.15)=0.90\ {\rm eV}=29.8\,kT .$$

A central difference of the barrier about 0.15 eV gives a slope of $-6.00$, as (2) requires. Measured from one adatom, the barrier is $0.90-0.45=0.45$ eV and its slope is $-5.00$.

The adatom density is $\theta=e^{-0.45/0.03016}=3.3\times10^{-7}$ per site, or $4.5\times10^{-6}$ nm$^{-2}$. The supersaturation ratio is about 145.

### 11. Sizes that are never critical

Size 6 gives way to size 9 when the driving force is lowered to

$$\frac{\Phi(9)-\Phi(6)}{9-6}=\frac{2.20-1.80}{3}=0.133\ {\rm eV},$$

and to size 2 when it is raised to

$$\frac{\Phi(6)-\Phi(2)}{6-2}=\frac{1.80-1.00}{4}=0.20\ {\rm eV}.$$

At 0.20 eV all sizes from 2 to 6 tie at $G=0.60$ eV, since each of the atoms from the third to the sixth makes two bonds and adds $0.20-0.20=0$. With one energy per size, as assumed here, sizes 3, 4 and 5 share the maximum at this one driving force and have no range of their own. Size 7 is never critical: by (9) it would need $\Delta\mu\le\Phi(7)-\Phi(6)=0$ and $\Delta\mu\ge[\Phi(9)-\Phi(7)]/2=0.20$ eV at once.

Two further jumps are from 17 to 9 atoms at 0.10 eV and from 2 to 1 at 0.40 eV. One-sided differences at all four jumps agreed with (8).

At $\Delta\mu=0.09$ eV the critical size is 17 and the barrier 1.47 eV. Between 0.09 and 0.15 eV the integrated law (10) gives

$$17(0.0100)+9(0.0333)+6(0.0167)=0.17+0.30+0.10=0.57\ {\rm eV},$$

which is the drop from 1.47 to 0.90 eV. The average slope is $-0.57/0.06=-9.5$. It lies between $-17$ and $-6$, as (7) demands, but no island of 9.5 atoms exists.

For comparison, replace $\sqrt{12n-3}$ by $\sqrt{12n}$ and ignore the rounding to whole bonds. Then $\Phi=c\sqrt n$ with $c^2=12\varepsilon^2$, and (6) gives

$$n^*=\frac{3\varepsilon^2}{\Delta\mu^2}=5.33,\qquad G^*=\frac{3\varepsilon^2}{\Delta\mu}=0.80\ {\rm eV}.$$

The continuum barrier is 0.10 eV below the atomistic one. At six atoms the atomistic count is 9 missing bonds and the smooth formula gives $\sqrt{72}=8.49$; the difference, $0.51\times0.20=0.10$ eV, accounts for the gap. Each description obeys the theorem with its own critical size.

### 12. What the nucleation rate measures

The barrier is not observed directly. Let islands grow and shrink by single atoms, and let an island of any size capture adatoms at the rate $f=\omega\theta$, with $\omega$ independent of size and driving force. Let $d_{n+1}$ be the rate at which an island of $n+1$ atoms loses one. In equilibrium with a gas thin enough for islands of every size to be rare, captures and losses balance for each pair of neighbouring sizes:

$$fN_n^{\rm eq}=d_{n+1}N_{n+1}^{\rm eq}.$$

Inserting the equilibrium numbers and $\theta$ gives

$$d_{n+1}=\omega\theta\,e^{[G(n+1)-G(n)]/kT}=\omega\,e^{[\Phi(n+1)-\Phi(n)-\Phi(1)]/kT}.$$

The driving force has cancelled: an atom leaves the edge at a rate that does not depend on the gas.

The same loss rate therefore applies at any driving force, and $N_n^{\rm eq}=e^{-G(n)/kT}$ satisfies the balance condition there too. For large islands with negative $G$ this expression exceeds one per site, so it is then a reference value and not a real population. During steady nucleation the actual numbers $N_n$ differ from these reference values. Write $y_n=N_n/N_n^{\rm eq}$. The same net current $J$ passes every size:

$$J=fN_n-d_{n+1}N_{n+1}=fN_n^{\rm eq}\,(y_n-y_{n+1}),$$

where the balance condition was used in the second term. Divide by $fN_n^{\rm eq}$ and sum from $n=1$ to a large size $M$. The right-hand side telescopes to $y_1-y_{M+1}$. The adatoms have their equilibrium density, so $y_1=1$; islands that reach $M+1$ are removed from the count, so $y_{M+1}=0$. Therefore

$$J=\left[\sum_{n=1}^{M}\frac{1}{fN_n^{\rm eq}}\right]^{-1}.\tag{14}$$

Let $x=\Delta\mu/kT$ at fixed $T$. Since $f\propto e^{x}$ and $N_n^{\rm eq}\propto e^{nx}$, each term of the sum varies as $e^{-(n+1)x}$. Differentiating $\ln J$ gives

$$\frac{d\ln J}{dx}=\frac{\sum_n(n+1)\,e^{G(n)/kT}}{\sum_n e^{G(n)/kT}}=1+\langle n\rangle .\tag{15}$$

The average $\langle n\rangle$ weights each size by $e^{G(n)/kT}$, so sizes near the top of the barrier count most. The extra 1 comes from the capture rate, which is itself proportional to the adatom density. If one size dominates the sum, the slope becomes $1+n^*$.

In the example, relative to size 6, sizes 5 and 9 have weight $e^{-0.05/0.03016}=0.19$ and sizes 4 and 8 have weight 0.036. Sizes 4 and 8 pull the average equally in opposite directions. Size 9 raises it more than size 5 lowers it, and the result is $\langle n\rangle=6.27$. Solving the steady equations numerically for $J$ and differencing $\ln J$ gives a slope of 7.27, in agreement with (15). Subtracting 1 and rounding recovers the critical size here. Near a jump it need not, because two or more sizes then have comparable weight and $\langle n\rangle$ lies between the smallest and the largest of them. Near means within roughly $kT$ in driving force, and the range of size 6 is only about $2kT$ wide, so this is no rare case: at 0.18 eV, where $n^*=6$, the average is 5.15, and at 0.09 eV, where $n^*=17$, it is 16.15.

### 13. Many shapes at one size

So far each size had one energy. An island of six atoms has 814 connected shapes, counted with their orientations, of which 14 have the lowest energy. At fixed size the excess free energy is

$$\Phi_T(n)=-kT\ln\sum_s e^{-\varepsilon(3n-B_s)/kT},\tag{16}$$

where $s$ runs over the shapes and $B_s$ is the number of bonds in shape $s$. The sum does not contain $\Delta\mu$, so the theorem applies unchanged.

The 14 lowest shapes alone lower the barrier by $kT\ln14=0.0796$ eV. All shapes together lower it by 0.0797 eV, to 0.82 eV. The critical size remains 6 and the slope at fixed temperature remains $-6.00$. The factor $e^{-G^*/kT}$ rises about fourteenfold, so shape entropy matters for the number of critical islands even though it leaves the slope of the barrier at this driving force alone. The slope of $\ln J$ does change. If the shapes of each size are in equilibrium with one another, using $\Phi_T$ in (15) lowers $\langle n\rangle$ from 6.27 to about 5.8. Size 9 has 27 lowest shapes, more than size 6, and loses weight relative to it; sizes 4 and 5 have fewer and gain weight.

Shape entropy does move the jumps of Section 11. Sizes 2 to 6 have 3, 2, 3, 6 and 14 lowest shapes. Lowering each $\Phi(n)$ by $kT$ times the logarithm of its number breaks the tie at 0.20 eV, and by (9) sizes 5, 4 and 3 then each become critical over a narrow range of driving force.

If temperature is used to change the driving force at fixed $\theta$, the slope does change. The excess entropy of the critical island is $2.67\,k$, and $|\ln\theta|=0.45/0.03016=14.9$. Equation (12) gives an extra term $2.67/14.9=0.18$, and direct differencing along this path gives a slope of $-5.82$. Reading it as a size would be wrong by 3 per cent of $n^*$.

### 14. A terrace with few adatoms

The theorem assumed a gas so large that forming an island does not deplete it. Consider instead a closed square terrace with $M_s$ sites and $N$ ideal adatoms. At low density the adatoms have about $M_s^N/N!$ arrangements. After $n$ of them join an island, $M_s^{N-n}/(N-n)!$ remain. The ratio is

$$\frac{N!}{(N-n)!\,M_s^{\,n}}=\left(\frac{N}{M_s}\right)^{n}\prod_{j=0}^{n-1}\left(1-\frac jN\right).$$

The first factor is that of a large gas with density $\theta=N/M_s$. The product is the effect of depletion, and it raises the barrier by

$$\delta G=-kT\sum_{j=0}^{n-1}\ln\left(1-\frac jN\right)\approx\frac{kT\,n(n-1)}{2N},\tag{17}$$

where the last form uses $\ln(1-u)\approx-u$ for small $u$. A terrace 10 µm wide holds 455 adatoms in the example, and the shift is 0.001 eV. This width is chosen for illustration and is larger than the terraces usual on prepared Ag(111) crystals. Since $N$ grows with the area, the shift varies as the inverse square of the width, and its smallness here does not carry over to narrow closed terraces.

This shift depends on the driving force, because $N\propto e^{\Delta\mu/kT}$. Differentiating the approximate form at fixed $n$ gives an extra slope $-n(n-1)/(2N)=-15/455=-0.03$, which is small beside $-6$. A terrace 1 µm wide has a hundredth of the area and would hold between 4 and 5 adatoms, too few to build the critical island. With the number of atoms fixed at 4 or 5, no island of six atoms can form at all. If the terrace instead exchanges atoms with a large gas, their number fluctuates. For ideal adatoms it follows a Poisson distribution, for which the mean of $N!/(N-n)!$ is exactly the $n$th power of the mean number. The depletion shift then vanishes.

### 15. The model beside real silver

The bond energy is a rough value, and the barrier is sensitive to it. At fixed size $\partial G^*/\partial\varepsilon=3n^*-B=9$, so a change of 10 per cent in $\varepsilon$, or 0.02 eV, moves the barrier by 0.18 eV, to 0.72 or 1.08 eV with $\Delta\mu$ and $T$ held fixed. The factor $e^{-G^*/kT}$ then changes by a factor of about 400. The critical size stays at 6 in both cases, because its range, from $2\varepsilon/3$ to $\varepsilon$, still contains 0.15 eV. If the adatom density is held fixed instead, (4) shifts $\Delta\mu$ by three times the change in $\varepsilon$; the barrier then falls as $\varepsilon$ rises, and the critical size need not stay at 6. Of the effects sized here, this uncertainty moves the barrier most.

On a real Ag(111) surface, bonds are not strictly additive, and the two kinds of close-packed island edge need not have equal energy. Either effect changes the list $\Phi(n)$ and may shift the jumps of Section 11; the 10 per cent variation shows how strongly the barrier responds to the bond energy, but the size of these two effects is not estimated here. Atomic vibrations and unequal capture rates are also left out. The driving force was chosen rather than derived from a deposition rate, so 6 atoms is the critical size of this model at 0.15 eV and not a property of silver. A larger driving force, as produced by a denser adatom gas at the same temperature, leads in the model to smaller critical sizes: 2 and then 1 with one energy per size, or 5, 4, 3, 2 and 1 in turn when all shapes are counted.

None of these changes to $\Phi(n)$ affects the theorem while $\Phi$ remains independent of $\Delta\mu$ at fixed size and temperature. The main computed values are in the numerical output.

## Calculated quantities

```
bond energy: 0.20 eV
atomic spacing: 0.29 nm
temperature: 350 K; kT = 0.03016 eV
driving force: 0.15 eV
n, excess energy (eV), island free energy (eV):
   1  0.60  0.450
   2  1.00  0.700
   3  1.20  0.750
   4  1.40  0.800
   5  1.60  0.850
   6  1.80  0.900
   7  1.80  0.750
   8  2.00  0.800
   9  2.20  0.850
  10  2.20  0.700
  11  2.40  0.750
  12  2.40  0.600
critical size: 6 atoms
barrier: 0.9000 eV = 29.84 kT
numerical slope of barrier: -6.00000
barrier from one adatom: 0.4500 eV
its numerical slope: -5.00000
critical-size jumps, driving force (eV), before, after:
  0.1000  17 ->  9
  0.1333   9 ->  6
  0.2000   6 ->  2
  0.4000   2 ->  1
at 0.09 eV: size 17, barrier 1.4700 eV
integral of critical size between them: 0.5700 eV
barrier change between them: -0.5700 eV
continuum critical size: 5.333 atoms
continuum barrier: 0.8000 eV
adatom density per site: 3.313e-07
adatom density: 4.549e-06 nm^-2
supersaturation ratio: 144.5
weighted mean size in rate: 6.2735 atoms
numerical slope of ln rate vs drive/kT: 7.2735
lowest-energy shapes at critical size: 14
all shapes at critical size: 814
with shape entropy: size 6, barrier 0.8203 eV
barrier shift by shape entropy: -0.0797 eV
slope with shape entropy, fixed T: -6.00000
shape entropy of critical island: 2.6694 k
slope when T drives the change: -5.8211
extra slope term from entropy: 0.1789
bond energy x 0.9: size 6, barrier 0.7200 eV
bond energy x 1.1: size 6, barrier 1.0800 eV
adatoms on closed 10 um wide terrace: 455
barrier shift by depletion: 0.000998 eV
```
